# Why modified Becke-Johnson forces on a defect have no energy surface

**Q:** I want to relax hydrogen on an oxygen site in an amorphous oxide. The modified Becke-Johnson (mBJ) potential often gives better band gaps than LDA, so its density should be better too, and the Hellmann-Feynman theorem turns a density into forces. Why not relax the defect with mBJ?

**A:** Because the theorem gives the slope of an energy when the density makes that energy stationary. With LDA exchange you can name the energy. Which exchange energy has mBJ as its derivative?

**Q:** I assumed there was one, perhaps not written down. How could its absence be shown?

**A:** By a symmetry test. Suppose \(v_x(\mathbf r)=\delta E_x/\delta n(\mathbf r)\), with \(E_x\) twice differentiable. Then the kernel \(K(\mathbf r,\mathbf r')=\delta v_x(\mathbf r)/\delta n(\mathbf r')\) is a second derivative and cannot depend on the order of differentiation. For any two density changes that conserve electron number,

\[
\Delta_{12}\equiv\int \eta_1K\eta_2-\int\eta_2K\eta_1=0 .
\]

One pair with \(\Delta_{12}\ne0\) rules the functional out. A universal functional must also work for two electrons in one orbital, so a failure there is sufficient.

**Q:** What does mBJ look like in that case?

**A:** I use atomic units, total density \(n\) and spin density \(n_\sigma=n/2\). The potential is

\[
v_x=c\,v_{\rm BR}+\frac{3c-2}{\pi}\sqrt{\frac5{12}}\sqrt{\frac{2t_\sigma}{n_\sigma}},\qquad
c=\alpha+\beta\sqrt{\left\langle\frac{|\nabla n|}{n}\right\rangle},
\]

where \(t_\sigma=\frac12\sum_i|\nabla\psi_{i\sigma}|^2\), the brackets are a cell average, \(\alpha=-0.012\) and \(\beta=1.023\ \mathrm{bohr}^{1/2}\). For one real orbital \(n_\sigma=\varphi^2\), so \(\nabla n_\sigma=2\varphi\nabla\varphi\) and

\[
\sqrt{\frac{2t_\sigma}{n_\sigma}}=\frac{|\nabla\varphi|}{|\varphi|}=\frac{|\nabla n|}{2n}.
\]

The second term is therefore \(A|\nabla n|/n\), with \(A=(3c-2)\sqrt{5/12}/(2\pi)\).

The Becke-Roussel part \(v_{\rm BR}\) models the exchange hole by a displaced exponential. Its kinetic-energy correction \(2t_\sigma-|\nabla n_\sigma|^2/(4n_\sigma)\) vanishes for one orbital, which leaves

\[
y(x)\equiv\frac{x-2}{x}e^{2x/3}=\frac{\nabla^2n/12}{\frac23\pi^{2/3}n_\sigma^{5/3}},
\]
\[
v_{\rm BR}=-(8\pi n_\sigma)^{1/3}s(x),\qquad s=\frac{e^{x/3}-e^{-2x/3}(1+x/2)}{x}.
\]

So \(v_{\rm BR}\) depends on \(n\) and \(\nabla^2n\) at the same point.

**Q:** Then take \(c\) as fixed and show me the asymmetry.

**A:** Let \(\mathbf g=\nabla n/|\nabla n|\), away from points where the gradient vanishes, and let \(f_n\) and \(f_q\) be the derivatives of \(v_{\rm BR}\) with respect to \(n\) and \(\nabla^2n\). A change \(\eta\) gives

\[
K\eta=A\left[\frac{\mathbf g\cdot\nabla\eta}{n}-\frac{|\nabla n|}{n^2}\eta\right]+c\left[f_n\eta+f_q\nabla^2\eta\right].
\]

Terms that merely multiply \(\eta\) cancel in \(\Delta_{12}\). Define \(\mathbf J=\eta_1\nabla\eta_2-\eta_2\nabla\eta_1\). Its divergence is \(\eta_1\nabla^2\eta_2-\eta_2\nabla^2\eta_1\), because the products \(\nabla\eta_1\cdot\nabla\eta_2\) cancel. Integrating the Laplacian term by parts gives

\[
\Delta_{12}=\int\mathbf W\cdot\mathbf J\,d^3r,\qquad
\mathbf W=\frac{A\mathbf g}{n}-c\nabla f_q .
\]

Where \(\mathbf W\ne0\), choose \(\eta_1\) localized in a small ball and \(\eta_2=\partial_w\eta_1\), the derivative along \(\mathbf W\). With \(\mathbf W\) nearly constant there,

\[
\Delta_{12}\simeq W\int\left[\eta_1\partial_w^2\eta_1-(\partial_w\eta_1)^2\right]
=-2W\int(\partial_w\eta_1)^2\ne0 .
\]

The last step is another integration by parts. The integral of \(\eta_2\) vanishes automatically, and \(\eta_1\) can be chosen with zero integral.

**Q:** Could the two terms in \(\mathbf W\) cancel? Give me a case I can do by hand.

**A:** Take \(n=2e^{-2r}/\pi\), \(c=1\), \(\eta_1=n(r-\frac32)\) and \(\eta_2=n(r^2-3)\). Here \(\int n=2\), \(\int nr=3\) and \(\int nr^2=6\), so both changes conserve number. Since \(\mathbf g=-\hat{\mathbf r}\), the radial part of \(\mathbf J\) is

\[
J_r=n^2\left[(r-\tfrac32)2r-(r^2-3)\right]=n^2(r^2-3r+3).
\]

The square-root term contributes

\[
-A\int n(r^2-3r+3)\,d^3r=-A(6-9+6)=-3A=-0.3082,
\]

using \(A=0.10273\). The Becke-Roussel term, evaluated numerically, contributes \(+0.2141\). The sum is about \(-0.094\): a partial cancellation. Perturbing the potential directly and integrating \(\mathbf W\cdot\mathbf J\) both give \(-0.09415\).

**Q:** Then I could tune \(c\). For this pair the sum is \(0.2141c-0.3082(3c-2)\), which vanishes near \(c=0.87\).

**A:** It vanishes for this pair, but a functional needs it to vanish for every pair. Look at \(\mathbf W\) far from the nucleus. For this density \(\nabla^2n_\sigma=(4-4/r)n_\sigma\), and the equation for \(x\) is solved by \(x=2r\). Differentiating \(v_{\rm BR}\) through \(x\), and using \(n_\sigma=e^{-2r}/\pi\), gives

\[
nf_q=-\frac{(8\pi n_\sigma)^{1/3}\,2n_\sigma}{8\pi^{2/3}n_\sigma^{5/3}}\frac{s'}{y'}
=-\frac12e^{x/3}\frac{s'(x)}{y'(x)}\equiv-m(r).
\]

At large \(x\), \(s'\simeq e^{x/3}/(3x)\) and \(y'\simeq\frac23e^{2x/3}\), so \(m\simeq1/(4x)=1/(8r)\). Since \(dn/dr=-2n\), \(f_q=-m/n\) has slope \(-(m'+2m)/n\), where \(m'=dm/dr\). Hence

\[
nW_r=-A+c(m'+2m)\simeq-A+\frac{c}{4r}.
\]

If \(A\ne0\), this tends to \(-A\). If \(c=\frac23\), then \(A=0\) but the term \(c/(4r)\) survives. No fixed \(c\) removes the asymmetry.

**Q:** But in a crystal \(c\) is computed from the density. Could that restore the symmetry?

**A:** The response of \(c\) adds the separable term \((\partial v_x/\partial c)(\mathbf r)\,\kappa(\mathbf r')\) to the kernel, where \(\kappa=\delta c/\delta n\). Choose localized changes that also satisfy \(\int\kappa\eta_1=\int\kappa\eta_2=0\). These are a finite number of linear conditions on a function with unlimited freedom of shape. The added term then drops out, while the contribution of \(\mathbf W\) remains.

**Q:** I accept that there is no functional. But my force is still \(-\int n\,\partial v_{\rm ext}/\partial R\). What goes wrong with it?

**A:** It stops being a gradient. Let \(A\) and \(B\), when used as subscripts or displacements, label coordinates of two different ions. I leave out the direct ion-ion force, which has its own energy. With \(F_B=-\int n\,\partial_Bv_{\rm ext}\), and no mixed derivative of \(v_{\rm ext}\) for different ions,

\[
C\equiv\frac{\partial F_B}{\partial R_A}-\frac{\partial F_A}{\partial R_B}
=-\int\left(\partial_An\,\partial_Bv_{\rm ext}-\partial_Bn\,\partial_Av_{\rm ext}\right).
\]

The self-consistent density obeys

\[
\frac{\delta T_s}{\delta n}+v_{\rm ext}+v_H+v_x=\mu ,
\]

where \(T_s=\int|\nabla n|^2/(8n)\) for our two electrons. Differentiate this with respect to \(R_B\). The kinetic and Hartree terms have a common symmetric kernel \(S\), so

\[
\partial_Bv_{\rm ext}=\partial_B\mu-S\,\partial_Bn-K\,\partial_Bn .
\]

On insertion, \(\partial_B\mu\) drops because \(\int\partial_An=0\), and \(S\) drops by symmetry. What remains is

\[
C=\int\partial_An\,K\,\partial_Bn-\int\partial_Bn\,K\,\partial_An .
\]

The force circulation is the kernel asymmetry, sampled by the density changes that the ions produce.

**Q:** Can I see that as work rather than as a derivative?

**A:** Along any path, the Euler equation gives

\[
d\left(T_s+E_H+\int nv_{\rm ext}\right)=\int(\mu-v_x)\,dn+\int n\,dv_{\rm ext}.
\]

Round a closed path the left side integrates to zero, and the \(\mu\) term vanishes because number is conserved. Therefore

\[
\oint\mathbf F\cdot d\mathbf R=-\oint\int n\,dv_{\rm ext}=-\oint\int v_x\,dn .
\]

For a functional derivative the last integral is zero. For mBJ it need not be, so ions can return to their starting positions with net work done.

**Q:** How large is this for my hydrogen defect?

**A:** I can give a number for a reduced model. A soft proton and two electrons sit among four soft cation charges of \(+0.5e\), which stand for the bond valences of the missing oxygen. Each ion is a Gaussian charge \(\propto e^{-r^2/w^2}\), with \(w=0.04\) nm for the proton and 0.08 nm for the cations; these widths are model choices. The cations are 0.20, 0.21, 0.22 and 0.23 nm from the proton, in a periodic cubic cell of edge 0.55 nm. A uniform background compensates the net charge \(+1\). The density is represented on a fixed Fourier grid, so no basis functions move with the ions.

Displace the proton by \(A\) and the nearest cation by \(B\), both along their common axis. Finite differences of the forces give \(C=-3.18\ \mathrm{eV/nm^2}\), and the kernel formula gives the same to this precision. Holding \(c\) at its self-consistent value gives \(-3.52\ \mathrm{eV/nm^2}\), so freezing \(c\) does not cure the fault.

Now take \(R_A=\rho\cos\theta\) and \(R_B=\rho\sin\theta\), with \(\rho=0.010\) nm. For a small circle the work is about

\[
C\pi\rho^2=(-3.176)(3.142\times10^{-4})\ \mathrm{eV}=-1.00\ \mathrm{meV}.
\]

Integrating the forces round the finite circle gives \(-0.985\) meV, as does the density integral. The same circle with LDA exchange gives less than \(10^{-6}\) meV in magnitude. Traversed backwards, the mBJ loop supplies \(+0.985\) meV per cycle.

**Q:** One meV is small beside the thermal energy.

**A:** It is about 4% of the 25.9 meV thermal energy at 300 K, but it belongs to one cycle, and repeating the cycle in the same sense adds it again. Thermal motion need not keep one sense, so this is not a heating rate. Nor is the circle a realistic proton trajectory: the confinement scale \(\hbar^2/(2m_p\rho^2)\) is about 0.21 eV, eight times the thermal energy. The loop tests the force field.

For force constants the same fault appears as an asymmetric matrix: the two mixed elements differ by \(3.18\ \mathrm{eV/nm^2}\), about 4% of their electronic parts, which are near \(-88.7\) and \(-85.5\ \mathrm{eV/nm^2}\). Averaging them makes the matrix symmetric without supplying the missing energy.

**Q:** My relaxation might still converge, with all forces near zero.

**A:** It might. A zero of a force field can exist without an energy. Along a single open path, any continuous force can even be integrated into a curve, so a one-dimensional scan that does not return to an equivalent configuration cannot reveal the fault. With several coordinates, an energy difference obtained by integrating forces depends on the route, and a barrier obtained that way is ambiguous.

There is also a simpler symptom. Move all ions together by \(\mathbf d\), so that \(v_{\rm ext}(\mathbf r)\) becomes \(v_{\rm ext}(\mathbf r-\mathbf d)\). The summed electronic force is \(+\int n\nabla v_{\rm ext}\). Multiply the gradient of the Euler equation by \(n\) and integrate. For any translation-invariant functional \(E\),

\[
0=-\int\frac{\delta E}{\delta n}\nabla n=\int n\nabla\frac{\delta E}{\delta n},
\]

so the kinetic and Hartree terms vanish, leaving

\[
\sum_a\mathbf F_a=-\int n\nabla v_x .
\]

LDA exchange makes this zero as well. In the model mBJ gives a net force of 0.101 eV/nm, or 0.0101 eV/Å, against about \(2\times10^{-6}\) eV/nm for LDA on the same grid. Shared equally among the five ions, this spurious sum is 0.002 eV/Å each, so a threshold of 0.01 eV/Å on every force need not expose it. Subtracting it removes the drift of the whole cell but does not make \(K\) symmetric.

**Q:** Yet I can evaluate a total energy, by putting the mBJ density into the LDA energy. Doesn't that restore a surface?

**A:** It defines one, provided the self-consistent solution varies smoothly with the ions. But its slope is not your force. Let \(E_c=E_{\rm LDA}[n_{\rm mBJ}]\), with exchange alone in this model. By the chain rule,

\[
\frac{dE_c}{dR}=\int n\frac{\partial v_{\rm ext}}{\partial R}
+\int\left(\frac{\delta T_s}{\delta n}+v_{\rm ext}+v_H+v_x^{\rm LDA}\right)\frac{\partial n}{\partial R}.
\]

The mBJ Euler equation replaces the first three terms in the bracket by \(\mu-v_x^{\rm mBJ}\), and \(\mu\) drops out again. Thus

\[
-\frac{dE_c}{dR}=F-\int\left(v_x^{\rm LDA}-v_x^{\rm mBJ}\right)\frac{\partial n}{\partial R}.
\]

For the proton displacement, \(F=1.629\) eV/nm and the response term is \(0.274\) eV/nm. Their sum, 1.903 eV/nm, agrees with the finite-difference slope of \(E_c\); a finer grid lowers the response term, and the sum, by about 0.002 eV/nm. Omitting the response term loses 14% of this electronic slope. The omission is 0.027 eV/Å, and at a geometry where the uncorrected total force vanishes, whatever response term exists there remains as a slope of \(E_c\) plus the ion-ion energy.

**Q:** So "mBJ cannot give consistent forces" is too strong?

**A:** As a bare sentence, yes. With the response term you obtain consistent forces for \(E_c\). They are not forces of an mBJ energy. Moreover, the LDA density minimizes the LDA energy at fixed ions, so \(E_c\) cannot lie below that minimum; here it lies 33 meV above. You would pay for a density response to relax on a surface that is not the variational LDA one.

**Q:** Does the model at least show the better gap?

**A:** No. The spacing between the occupied level and the next level is 4.09 eV with mBJ and 4.12 eV with LDA exchange. That is no test of oxide band gaps, because the model has no host bands. The spacing also depends on the cell: it lies below the empty-box spacing of 4.97 eV, and in a 0.60 nm cell it falls to 3.78 eV with mBJ and 3.88 eV with LDA exchange. Nor is there a reference value here to say which spacing is better. The comparison shows only that the form of the potential does not guarantee a wider spacing. Where mBJ improves a gap, the success concerns eigenvalue differences; forces require the integrability that we found missing.

**Q:** How close are these numbers to a real amorphous indium gallium zinc oxide film?

**A:** The metal-oxygen distance of roughly 0.2 nm is realistic; several other features are not. One defect per 0.55 nm cell means about \(6\times10^{21}\ \mathrm{cm^{-3}}\), far above a dilute defect density. The model's \(c=0.74\) is also low: all-electron calculations on oxides typically give values above one, whereas this model omits the core and host electrons that enter the average. At \(c=0.738\) the factor \(3c-2\) is 0.21 instead of 1 at \(c=1\), so the balance within \(\mathbf W\) differs from that in a real calculation. Holding \(c\) at 1.0 or 1.3 in this model gives \(C=-1.67\) or \(-0.60\ \mathrm{eV/nm^2}\): still nonzero, but smaller. The sizes found here should therefore not be carried over to such a calculation.

Changing one ingredient at a time, with \(c\) recomputed, shows the sensitivity. A finer grid changes \(C\) by 0.7%, and shifting the ions against the grid changes it by about 1%, so the third digit of \(C\), and of the loop work that scales with it, is not converged. Adding a local correlation potential changes \(C\) by 0.4%. The ion widths matter far more: a proton width of 0.03 or 0.05 nm gives a magnitude of 4.9 or \(1.5\ \mathrm{eV/nm^2}\), and a cation width of 0.06 nm gives \(4.3\ \mathrm{eV/nm^2}\). Halving the cation charges, a crude stand-in for screening by the host that also makes the cell neutral without a background, reduces its magnitude by 46%, to \(1.73\ \mathrm{eV/nm^2}\). Enlarging the cell to 0.60 nm at nearly the same grid spacing reduces it by 18%, to \(2.62\ \mathrm{eV/nm^2}\). The effect of the explicit host electrons and lattice relaxation has not been sized, so the millielectronvolt loop work is not a prediction for the film. The absence of a functional does not depend on these parameters.

**Q:** The cell size changes \(c\) too?

**A:** Yes, from 0.738 to 0.791 between those two cells. A cell-averaged \(c\) therefore carries the supercell into the potential at the defect. If you compare levels between supercells, using one stated \(c\), for instance that of the bulk host, removes this particular variation. It does not repair the forces, as the fixed-\(c\) circulation showed.

**Q:** Then what should I do with my hydrogen defect?

**A:** Relax it, and compute its barriers and vibrations, with a method that starts from an energy and obtains its potential, or its exchange operator in the case of a hybrid, by differentiating that energy. PBE and the usual hybrids qualify. Use the forces belonging to the same energy. Check that the functional localizes the defect charge credibly, since consistency alone does not make a geometry accurate. You can then apply mBJ at the fixed geometry to examine the eigenvalues. Take formation energies from the functional that has an energy, and state that the levels and the geometry come from different approximations. The numerical output below gives the values behind the figures I have quoted.

## Computed results

```
Hydrogenic test, coefficient A at c=1: 0.10273
  square-root asymmetry: -0.30820 a.u.
  Becke-Roussel asymmetry: 0.21405 a.u.
  total asymmetry: -0.09415 a.u.
  total from W formula: -0.09415 a.u.
Cell edge: 0.55 nm; grid points per edge: 25
Cation distances: 0.20 0.21 0.22 0.23 nm
Cation charge: 0.50 e
Soft widths proton, cation: 0.04, 0.08 nm
Self-consistent c: 0.7379
Level spacing, LDA exchange: 4.118 eV
Level spacing, mBJ exchange: 4.087 eV
Circulation from forces: -3.176 eV/nm^2
Circulation from kernel: -3.175 eV/nm^2
Fixed c, from forces: -3.519 eV/nm^2
Fixed c, from kernel: -3.519 eV/nm^2
Loop radius: 0.010 nm
Loop work, mBJ forces: -0.9850 meV
Loop work, density integral: -0.9850 meV
Circulation times area: -0.9976 meV
Loop work, LDA control: -7.84e-07 meV
Net force, mBJ: 0.1007 eV/nm
Net force, mBJ: 0.01007 eV/angstrom
Net force, formula: 0.1007 eV/nm
Net force, LDA: 2.06e-06 eV/nm
Proton electronic force, mBJ: 1.6285 eV/nm
Minus slope of composite energy: 1.9027 eV/nm
Missing response force: 0.2741 eV/nm
Missing response force: 0.02741 eV/angstrom
Composite energy above LDA: 33.349 meV
Finer grid (33) circulation: -3.155 eV/nm^2
0.60 nm cell circulation: -2.619 eV/nm^2
0.60 nm cell c: 0.7908
With correlation: -3.188 eV/nm^2
Cation charges halved: -1.725 eV/nm^2
Thermal energy at 300 K: 25.85 meV
Proton confinement scale: 207.5 meV
```
